# Static lattice permittivity from Born charges and soft transverse phonons

Before computing the static permittivity of an insulator, one must decide whether the electronic response at fixed nuclei is enough and, if it is not, which phonon frequencies to use and how accurately to converge them. The answer depends on how the lattice contribution is built. It uses zone-centre frequencies at zero macroscopic field, and each enters as an inverse square. If the dipole carried by the mode is unchanged, a small relative error in a low polar frequency therefore gives about twice that relative error, with opposite sign, in the mode's contribution.

Consider an insulating crystal at mechanical equilibrium, with fixed cell shape and cell volume \(V\). Let \(u_i\) be the displacement of one sublattice in one Cartesian direction, the index \(i\) standing for both. Let \(E_\alpha\) be the macroscopic electric field, averaged over a cell. The electrons follow the nuclei adiabatically and are described by coordinates \(w\), measured from their equilibrium values. To second order, and apart from a constant and a possible spontaneous-dipole term that does not affect the linear response, the energy at fixed field is

\[
U=\tfrac12u^TAu+w^TBu+\tfrac12w^TCw-E^T(qu+mw).
\]

Here \(q\) and \(m\) give the dipole carried directly by nuclear and electronic displacements. The matrix \(C\) is positive definite, since the electronic state is stable. Setting the derivative with respect to \(w\) to zero gives \(Cw=m^TE-Bu\). Writing \(g=m^TE-Bu\), the terms containing \(w\) become

\[
\tfrac12w^TCw-w^Tg=-\tfrac12g^TC^{-1}g .
\]

Expanding \(g\) and collecting equal powers of \(u\) and \(E\) leaves

\[
F(u,E)=\tfrac12u^TKu-E^TZu-\tfrac12\varepsilon_0V\,E^T\chi^\infty E,
\]

with

\[
K=A-B^TC^{-1}B,\qquad Z=q-mC^{-1}B,\qquad
\varepsilon_0V\chi^\infty=mC^{-1}m^T .
\]

Electronic relaxation softens the bare stiffness \(A\), changes the dipole produced by a displacement, and supplies the clamped-ion susceptibility \(\chi^\infty\). The induced cell dipole and the forces are

\[
d=-\frac{\partial F}{\partial E}=Zu+\varepsilon_0V\chi^\infty E,
\qquad
f=-\frac{\partial F}{\partial u}=-Ku+Z^TE .
\]

The element \(Z_{\alpha i}\) is the Born charge. It is the dipole per displacement at zero macroscopic field and also the force per field at zero displacement, because both are the same mixed derivative of \(F\).

A uniform translation \(t\) of all sublattices costs no energy, so \(Kt=0\). It leaves the dipole of a neutral cell unchanged, so \(Zt=0\): the Born charges sum to zero over the sublattices. In a static field the forces vanish,

\[
Ku=Z^TE .
\]

This equation can be solved because its right-hand side is orthogonal to every translation: \(t^TZ^TE=(Zt)^TE=0\). Its solution is fixed up to a translation, which carries no dipole. Let \(K^+\) denote the inverse of \(K\) on the space orthogonal to translations, where \(K\) is assumed positive definite. Then \(u=K^+Z^TE\). With \(P=d/V\) and \(\varepsilon_0\varepsilon E=\varepsilon_0E+P\),

\[
\varepsilon(0)=\varepsilon^\infty+\frac{1}{\varepsilon_0V}ZK^+Z^T,
\qquad \varepsilon^\infty=1+\chi^\infty .
\]

No nuclear mass appears. The static lattice response is a ratio of charges to stiffness, and phonons provide convenient coordinates for it.

To introduce them, let \(M\) be the diagonal matrix of masses and define the dynamical matrix \(D=M^{-1/2}KM^{-1/2}\). Its orthonormal eigenvectors obey \(De_m=\omega_m^2e_m\). Put \(u=M^{-1/2}\sum_me_mQ_m\). The kinetic energy becomes \(\tfrac12\sum_m\dot Q_m^2\), the elastic energy becomes \(\tfrac12\sum_m\omega_m^2Q_m^2\), and the coupling to the field becomes \(-\sum_m(p_m\cdot E)Q_m\), where

\[
p_{m\alpha}=\sum_i\frac{Z_{\alpha i}e_{mi}}{\sqrt{M_i}} .
\]

I shall call \(p_m\) the mode charge, although its unit is charge divided by the square root of mass. A translation has \(e_i\propto\sqrt{M_i}\), and the sum rule gives it zero mode charge. For an optical mode the static equation is \(\omega_m^2Q_m=p_m\cdot E\). Substitution into the ionic dipole \(Zu=\sum_mp_mQ_m\) gives

\[
\boxed{\;
\varepsilon_{\alpha\beta}(0)=\varepsilon^\infty_{\alpha\beta}
+\frac{1}{\varepsilon_0V}\sum_m\frac{p_{m\alpha}p_{m\beta}}{\omega_m^2}\; }
\]

with the sum over optical modes. Masses enter both \(p_m\) and \(\omega_m\), but they cancel in the total, which equals the mass-free expression above.

The modes in this sum are those at \(E=0\). Their connection with transverse phonons comes from electrostatics. Take a wavevector \(k\) much smaller than the size of the Brillouin zone, yet much larger than \(\sqrt{\varepsilon(0)}\,\omega/c_0\), with \(c_0\) the speed of light, so that retardation can be neglected. The macroscopic field is then curl-free, hence parallel to \(k\), and without free charge \(k\cdot(\varepsilon_0E+P)=0\). If the polarization is perpendicular to \(k\), and symmetry keeps the electronic response from mixing the two directions, the field vanishes. Transverse polar phonons therefore have the frequencies required.

For polarization parallel to \(k\), along a symmetry axis that is a principal axis of \(\varepsilon^\infty\), the condition is \(\varepsilon_0E+P=0\). Along that axis \(P=P_{\rm ion}+\varepsilon_0\chi^\infty E\), so

\[
E=-\frac{P_{\rm ion}}{\varepsilon_0\varepsilon^\infty},
\qquad P_{\rm ion}=\frac1V\sum_np_nQ_n .
\]

Inserting this field in \(\ddot Q_m=-\omega_m^2Q_m+p_mE\) gives

\[
\ddot Q_m=-\omega_m^2Q_m-
\frac{p_m}{\varepsilon_0\varepsilon^\infty V}\sum_np_nQ_n .
\]

The field opposes the displacement that creates it and so adds stiffness. If \(\Lambda\) is the diagonal matrix of the \(\omega_m^2\), \(p\) the column of mode charges along the axis, and \(c=1/(\varepsilon_0\varepsilon^\infty V)\), the squared longitudinal frequencies are the eigenvalues of \(\Lambda+cpp^T\).

Their product follows from \(\Lambda+cpp^T=\Lambda(I+c\Lambda^{-1}pp^T)\). The second factor leaves every vector orthogonal to \(p\) unchanged and multiplies \(\Lambda^{-1}p\) by \(1+cp^T\Lambda^{-1}p\). Its determinant is this last number, so

\[
\prod_m\frac{\omega_{{\rm LO},m}^2}{\omega_{{\rm TO},m}^2}
=1+\frac{1}{\varepsilon_0\varepsilon^\infty V}\sum_m\frac{p_m^2}{\omega_{{\rm TO},m}^2}
=\frac{\varepsilon(0)}{\varepsilon^\infty}.
\]

This is the Lyddane–Sachs–Teller relation for several modes. Longitudinal frequencies must not replace transverse ones in the permittivity sum: they already contain the depolarizing field, whereas a permittivity is defined as the response to the total macroscopic field.

Now let a parameter bring one transverse eigenvalue \(\omega_s^2\) to zero from above. The masses stay fixed, the other optical eigenvalues stay above a positive bound, and \(p_s\) tends to a nonzero value \(p_c\). For a field along \(p_c\), with \(p_s\) now denoting the component of the soft mode charge in that direction, separating the soft term gives

\[
\Delta\varepsilon\equiv\varepsilon(0)-\varepsilon^\infty
=\frac{p_s^2}{\varepsilon_0V\omega_s^2}+R,
\qquad
\omega_s^2\Delta\varepsilon\longrightarrow\frac{p_c^2}{\varepsilon_0V},
\]

where \(R\), the contribution of the other modes, stays bounded. One factor of mode charge turns the field into a force. The compliance \(1/\omega_s^2\) turns that force into a displacement, and the second factor of mode charge turns the displacement into a dipole. The charge factors stay finite, and the divergence belongs to the compliance. For a single nondegenerate mode it occurs for any field with a component along \(p_c\); at a cubic point three degenerate modes supply it in all directions.

The longitudinal modes do not soften with it. Multiplying the product relation by the transverse eigenvalues and letting \(\omega_s\to0\) gives

\[
\prod_m\omega_{{\rm LO},m}^2\longrightarrow
\frac{p_c^2}{\varepsilon_0\varepsilon^\infty V}\prod_{m\ne s}\omega_{{\rm TO},m}^2>0 .
\]

Thus no longitudinal frequency along this axis reaches zero. The crystal becomes compliant at fixed \(E\), while at fixed electric displacement \(\varepsilon_0E+P\) the depolarizing field still holds the ions back.

An inverse square in frequency is not an inverse square in the parameter that drives the softening. Suppose the stiffness is \(K_c+(s-s_c)K_1\), with \(s_c\) the critical value, and the soft eigenvalue is nondegenerate. Differentiating \(\omega_s^2=e_s^TDe_s\), the terms from the change of \(e_s\) add to \(2\omega_s^2e_s^T\,de_s/ds\), which vanishes because \(e_s\) is normalized. Hence, to first order,

\[
\omega_s^2=(s-s_c)\,e_c^TM^{-1/2}K_1M^{-1/2}e_c ,
\]

where \(e_c\) is the soft eigenvector at \(s_c\). If the coefficient is positive, \(\Delta\varepsilon\) grows as \(1/(s-s_c)\). Likewise, if anharmonic motion gives a renormalized \(\omega_s^2\) proportional to \(T-T_0\), and the static response is still that of this one oscillator, the permittivity follows a Curie–Weiss law.

A model crystal shows the sizes involved. It has the cubic \(ABO_3\) arrangement with lattice constant 4 Å, so \(V=64\) Å\(^3\); \(A\) is at the corner, \(B\) at the centre and the oxygens at the face centres. Displacements and field lie along \(z\), and O\(_z\) is the oxygen next to \(B\) in that direction. The parameters are round numbers and represent no particular material. The ions \(A\), \(B\) and O carry charges \(2\), \(2.5\) and \(-1.5\) \(e\), polarizability volumes \(\alpha_i\) of 1, 0.3 and 1.5 Å\(^3\), and masses of 90, 50 and 16 amu. With electronic dipoles \(\mu_i\), the energy per cell is

\[
\begin{aligned}
U={}&\frac s2\sum_{i<j}g_{ij}(u_i-u_j)^2
+k_C\Big[\tfrac14\sum_{ij}q_iq_jT_{ij}(u_i-u_j)^2+\sum_i\frac{\mu_i^2}{2\alpha_i}\\
&-\tfrac12\sum_{ij}\mu_iT_{ij}\mu_j-\sum_{ij}\mu_iT_{ij}q_j(u_j-u_i)\Big]
-eE\sum_i(q_iu_i+\mu_i).
\end{aligned}
\]

Charges are in units of \(e\) and dipoles in units of \(e\) times length, \(k_C=e^2/(4\pi\varepsilon_0)\), and \(T_{ij}\) is the lattice sum of \(\partial_z^2(1/r)\) at zero macroscopic field, evaluated by Ewald summation. The spring constants \(g_{ij}\), in eV/Å\(^2\), are 40 for \(B\)–O\(_z\), 4 for \(B\)–O\(_x\) and \(B\)–O\(_y\), 6 for \(A\)–O\(_x\) and \(A\)–O\(_y\), 2 for \(A\)–O\(_z\), 5 for O\(_x\)–O\(_z\) and O\(_y\)–O\(_z\), and 2 for O\(_x\)–O\(_y\). The common factor \(s\) scales all of them.

Displacing one sublattice and solving the linear equations for the dipoles gives Born charges of 3.05 \(e\) for \(A\), 4.98 \(e\) for \(B\), \(-5.12\) \(e\) for O\(_z\), and \(-1.45\) \(e\) for each of O\(_x\) and O\(_y\). They differ from the ionic charges by the dipoles that the displacement induces throughout the cell. With the ions held still, the same dipole equations give \(\varepsilon^\infty=2.887\).

The electrostatic terms destabilize the cubic arrangement and the springs oppose them. A numerical root search on the lowest optical eigenvalue finds the balance at \(s_c=1.3476\). At this point the soft displacements, scaled to 1 for \(B\), are \(-0.433\) for \(A\), \(-0.600\) for O\(_z\) and \(-0.045\) for each of the other oxygens. The dipole per unit displacement of \(B\) is therefore

\[
4.978-0.433(3.049)+0.600(5.119)+2(0.045)(1.454)\approx6.86\ e .
\]

Here \(B\) and O\(_z\) move oppositely and their dipoles add, while \(A\) subtracts a smaller amount. The mass-weighted norm is

\[
\sqrt{50+90(0.433)^2+16(0.600)^2+32(0.045)^2}\approx8.53\ \sqrt{\rm amu},
\]

which gives \(p_c\approx0.805\ e/\sqrt{\rm amu}\).

At \(s=1.01s_c\), diagonalizing the dynamical matrix gives four optical modes with displacements along \(z\):

| TO frequency (cm\(^{-1}\)) | \(\lvert p_m\rvert\) (\(e/\sqrt{\rm amu}\)) | contribution to \(\varepsilon(0)\) |
|---:|---:|---:|
| 74.9 | 0.745 | 76.11 |
| 349.0 | 1.358 | 11.64 |
| 695.4 | 0 | 0 |
| 834.1 | 0.318 | 0.11 |

For the first mode \(\omega^2=0.020641\) eV Å\(^{-2}\) amu\(^{-1}\), and in these units \(1/(\varepsilon_0V)=2.82736\) eV \(e^{-2}\) Å\(^{-2}\). Its contribution is

\[
\frac{2.82736\,(0.74541)^2}{0.020641}\approx76.11 .
\]

The total is \(\varepsilon(0)=2.89+76.11+11.64+0.11=90.75\). The mode at 349 cm\(^{-1}\) has the larger mode charge, but its squared frequency is about 22 times that of the soft mode, which outweighs its advantage of 3.3 in squared charge. A clamped-ion calculation would return 2.89 for a static permittivity near 91.

Ewald sums at a small wavevector along \(z\) give longitudinal frequencies of 170.3, 695.4, 773.9 and 928.1 cm\(^{-1}\). The silent mode at 695.4 cm\(^{-1}\) has no mode charge and does not shift. For the other three,

\[
\left(\frac{170.26}{74.92}\right)^2
\left(\frac{773.91}{349.05}\right)^2
\left(\frac{928.11}{834.07}\right)^2\approx31.4
\approx\frac{90.75}{2.887}.
\]

The pairing is a matter of order, since only the product is fixed by the relation. Putting 170.3 cm\(^{-1}\) in place of 74.9 cm\(^{-1}\) in the soft term, with \(p_s\) unchanged, would reduce that term from 76.1 to 14.7.

Closer to the instability, solving the static equations for ion displacements and electronic dipoles together gives the lattice part \(\Delta\varepsilon\):

| \(s/s_c-1\) | soft TO (cm\(^{-1}\)) | \(\Delta\varepsilon\) | \(\tilde\nu_s^2\Delta\varepsilon\) (cm\(^{-2}\)) |
|---:|---:|---:|---:|
| \(10^{-2}\) | 74.92 | 87.86 | \(4.932\times10^5\) |
| \(10^{-3}\) | 24.14 | 853.8 | \(4.974\times10^5\) |
| \(10^{-4}\) | 7.647 | 8513 | \(4.977\times10^5\) |
| \(10^{-5}\) | 2.419 | 85101 | \(4.978\times10^5\) |

Here \(\tilde\nu_s=\omega_s/(2\pi c_0)\) is the soft wavenumber, with \(c_0\) the speed of light. The limit \(p_c^2/(\varepsilon_0V)\), converted to wavenumbers, is \(4.978\times10^5\) cm\(^{-2}\). Over the last two rows the logarithmic slope of \(\Delta\varepsilon\) is \(-2.000\) against frequency and \(-1.000\) against \(s/s_c-1\). In the last row the lowest longitudinal frequency is still 164.9 cm\(^{-1}\).

The product in the first row lies within 1% of its limit, although the soft mode alone is not that close. Its part of the product is \(76.11(74.92)^2\approx4.27\times10^5\) cm\(^{-2}\), about 14% below the limit, and the other modes add \(11.75(74.92)^2\approx0.66\times10^5\) cm\(^{-2}\). The two deviations nearly cancel here. Born charges and masses do not depend on \(s\) in this model, so the change of \(p_s\) from 0.805 to 0.745 \(e/\sqrt{\rm amu}\) comes from the changing eigenvector. In another crystal the balance may differ, and a fit of the limiting law should not assume it.

A low frequency by itself does not imply a large permittivity. In the silent mode O\(_x\) and O\(_y\) move oppositely and their dipoles cancel. An additional negative spring between them, with energy proportional to \((u_{Ox}-u_{Oy})^2\), lowers this mode from 695 to 7.0 cm\(^{-1}\). A field along \(z\) moves these two ions equally, so the spring exerts no force in the response and \(\varepsilon(0)\) remains 90.75. Frequencies can also be lowered through the masses. Raising the oxygen mass from 16 to 64 amu moves the soft mode from 74.9 to 69.4 cm\(^{-1}\), again with \(\varepsilon(0)=90.75\), since \(ZK^+Z^T\) contains no mass. With bounded Born charges, the lattice term diverges only if the stiffness of a polar mode vanishes.

The harmonic result also needs a sufficiently small field. Suppose the soft coordinate has an additional energy \(\tfrac14bQ^4\) with \(b>0\). For a field along \(p_s\), equilibrium and its derivative give

\[
\omega_s^2Q+bQ^3=p_sE,
\qquad
\frac{dQ}{dE}=\frac{p_s}{\omega_s^2+3bQ^2}.
\]

The linear solution \(Q=p_sE/\omega_s^2\) is consistent when \(bQ^2\ll\omega_s^2\), that is, when

\[
|E|\ll\frac{\omega_s^3}{|p_s|\sqrt b}.
\]

In this one-mode model the linear range shrinks as the cube of the soft frequency. The model assumes that symmetry, such as inversion, forbids a cubic term. If a term \(\tfrac13aQ^3\) is allowed, linearity also needs \(|aQ|\ll\omega_s^2\), that is \(|E|\ll\omega_s^4/|a\,p_s|\), which is the stricter condition at small \(\omega_s\); the rest of this paragraph takes \(a=0\). At \(\omega_s=0\) the displacement is \(Q=(p_sE/b)^{1/3}\), and the differential response is finite at any nonzero field. A finite-field calculation near the instability must therefore reduce its field step as the mode softens.

If \(\omega_s^2\) is negative, the reference structure is unstable, and inserting that value in the sum does not give the permittivity of a stable phase. A first-order transition can end the growth before \(\omega_s\) reaches zero. Slow relaxation of other degrees of freedom, such as hopping ions, adds a response that this sum does not contain.

The fixed cell shape is a further condition. If the cell may strain at zero stress, let \(\eta\) be the strain, \(c^E\) the elastic stiffness at fixed field and \(h\) the piezoelectric matrix, both with the ions relaxed. In a crystal with spontaneous polarization, \(h\) is the proper piezoelectric matrix, defined by the charge that strain drives between electrodes. The added energy density \(\tfrac12\eta^Tc^E\eta-E^Th\eta\) is stationary at \(\eta=(c^E)^{-1}h^TE\), and the permittivity gains \(h(c^E)^{-1}h^T/\varepsilon_0\). Inversion symmetry makes \(h\) vanish, because it reverses the field but not the strain. In a centrosymmetric crystal the fixed-strain result therefore also holds at zero stress; in a piezoelectric one the strain term must be added before comparison with a low-frequency measurement on a free sample.
